# A Kissinger relation for completion of a diffusion-limited film reaction

**Q:** You heat a metal film on silicon at a constant rate, note the temperature at which the metal is used up, and want an activation energy from that. Kissinger's method was made for reactions whose rate passes through a maximum. Why should it apply to a growing layer?

**A:** That has to be derived, starting from the growth law. Let one silicide layer of thickness $x$ separate the metal from the silicon, and let metal atoms diffuse through it. The excess metal concentration falls by $\Delta c$ across the layer. If the profile is nearly steady, the flux is $D\Delta c/x$. Each atom that arrives builds a volume $\Omega$ of new silicide, so

$$\frac{dx}{dt}=\frac{\Omega D\,\Delta c}{x},\qquad \frac{d(x^2)}{dt}=2x\frac{dx}{dt}=2\Omega D\,\Delta c\equiv K(T).$$

I assume $K=K_0e^{-E/kT}$ with constant $K_0$ and $E$. The energy $E$ therefore belongs to the product $D\Delta c$, and equals that of $D$ if $\Delta c$ does not vary with temperature. A prefactor proportional to $T^n$, such as the $1/T$ in a growth constant of the form $D\,\Delta G/kT$, is excluded by this assumption; it would shift the fitted energy by about $nkT_c$, which is $\pm0.053$ eV for $n=\pm1$ in the example below. In the algebra, energies may be read in hartree and lengths in bohr. Boltzmann's constant $k$ stays explicit, and the equations keep their form in eV, nm, s and K.

**Q:** The profile cannot be steady while the boundary moves. During a ramp $D$ changes as well.

**A:** Suppose that $S=\Omega\Delta c$ is constant. The new time $\theta=\int D\,dt$ then removes $D$ from the diffusion equation, ramp or no ramp. For a layer that starts at zero thickness, put the boundary at $x=2\lambda\sqrt\theta$ and let $\eta=y/(2\sqrt\theta)$, where $y$ is the depth in the layer. The concentration in units of $\Delta c$ obeys $c''=-2\eta c'$, so $c'=-Ae^{-\eta^2}$. The growth condition $dx/d\theta=-S\,\partial c/\partial y$ at the boundary reads

$$\frac{\lambda}{\sqrt\theta}=\frac{SAe^{-\lambda^2}}{2\sqrt\theta}\quad\Rightarrow\quad A=\frac{2\lambda e^{\lambda^2}}{S}.$$

The concentration must fall by one unit between $\eta=0$ and $\eta=\lambda$. For small $\lambda$ this gives

$$1=\frac{2\lambda}{S}e^{\lambda^2}\!\int_0^\lambda e^{-\eta^2}d\eta\simeq\frac{2\lambda^2}{S}\left(1+\frac{2\lambda^2}{3}\right),\qquad \frac{2\lambda^2}{S}\simeq1-\frac S3 .$$

The steady profile predicts $x^2=2S\theta$, while the moving boundary gives $x^2=4\lambda^2\theta$. Their ratio is $2\lambda^2/S$, so $K$ changes by the fraction $-S/3$. For an illustrative $S=0.02$, numerical solution of the similarity equation gives $-0.66\%$. A constant factor of this kind alters $K_0$ and leaves $E$ alone.

**Q:** Then integrate over the ramp.

**A:** With $T=T_0+\beta t$ we have $dt=dT/\beta$. Let the layer start at $x_0$ and reach $L$ when the metal is gone, at temperature $T_c$:

$$L^2-x_0^2=\frac{K_0}{\beta}\int_{T_0}^{T_c}e^{-E/kT}\,dT .$$

I replace $T_0$ by zero. This adds the part of the integral below $T_0$, which is exponentially small when $E/kT_0$ is well above $u\equiv E/kT_c$. In the example below, with $T_0=300$ K and a ramp of 1 K/s, that part is $1.1\times10^{-14}$ of the integral up to $T_c$.

**Q:** The remaining integral has no elementary form. What do you do with it?

**A:** Use the fact that $u$ is large. Put $s=E/kT$, so that $dT=-(E/k)\,ds/s^2$, and then $s=u+t$:

$$\int_0^{T_c}e^{-E/kT}dT=\frac Ek\int_u^\infty\frac{e^{-s}}{s^2}ds=\frac{E}{ku^2}e^{-u}g(u)=\frac{kT_c^2}{E}e^{-u}g(u),$$

$$g(u)=\int_0^\infty\frac{e^{-t}}{(1+t/u)^2}\,dt .$$

For $y>0$ the derivatives of $(1+y)^{-2}$ alternate in sign, and Taylor's theorem gives $1-2y<(1+y)^{-2}<1-2y+3y^2$. With $y=t/u$ and $\int_0^\infty e^{-t}t^n\,dt=n!$,

$$1-\frac2u<g(u)<1-\frac2u+\frac6{u^2}.$$

The next term of the asymptotic series is $-24/u^3$. To leading order $g=1$. The physical content is that $x^2$ grows by as much as it would in a time $kT_c^2/(\beta E)=T_c/(\beta u)$ at the final temperature. In the example below, at 1 K/s, about two thirds of this growth takes place within that time before completion.

**Q:** And the Kissinger relation?

**A:** Insert the integral and solve for $\beta/T_c^2$:

$$\frac{\beta}{T_c^2}=\frac{K_0k}{E(L^2-x_0^2)}\,e^{-u}g(u).$$

Taking the logarithm and setting $g=1$ gives

$$\boxed{\ln\frac{\beta}{T_c^2}=\ln\frac{K_0k}{E(L^2-x_0^2)}-\frac{E}{kT_c}}$$

with an omitted term $\ln g=O(1/u)$. Logarithms are taken of numerical values in one consistent set of units. If $L$ and $x_0$ are the same in all runs, a plot against $1/(kT_c)$ has slope close to $-E$.

**Q:** Can it also predict $T_c$, or does it merely interpret it?

**A:** It can. Since $T_c=E/(ku)$, the leading relation becomes

$$u^2e^u=Q,\qquad Q=\frac{EK_0}{k\beta(L^2-x_0^2)}.$$

The positive square root is $ue^{u/2}=\sqrt Q$, or $(u/2)e^{u/2}=\sqrt Q/2$. The Lambert function $W$ is defined by $We^W=z$, so

$$u=2W\!\left(\frac{\sqrt Q}{2}\right),\qquad T_c=\frac{E}{2k\,W(\sqrt Q/2)} .$$

Keeping $g$ changes the equation to $u+2\ln u=\ln Q+\ln g$. The shift then satisfies $\delta u\,(1+2/u)\simeq\ln g\simeq-2/u+4/u^2$, hence $\delta u\simeq-2/u+8/u^2$. The true completion temperature is higher than the leading estimate by the fraction $-\delta u/u\simeq2/u^2-8/u^3$.

**Q:** I would like numbers before I trust an expansion.

**A:** Take 50 nm of nickel forming 75 nm of Ni$_2$Si, with $x_0=2$ nm, $E=1.5$ eV and $K_0=2\times10^{14}$ nm$^2$/s. These are rough values. Direct numerical integration of $dx/dt=K/(2x)$ along each ramp, starting at 300 K, gives

| $\beta$ (K/s) | $T_c$ (K) | $u$ | $\ln(\beta/T_c^2)$ |
|---|---|---|---|
| 0.1 | 589.50 | 29.528 | −15.0611 |
| 0.3 | 610.80 | 28.498 | −14.0335 |
| 1 | 635.93 | 27.372 | −12.9102 |
| 3 | 660.66 | 26.348 | −11.8879 |
| 10 | 689.99 | 25.227 | −10.7708 |

The decimals serve to compare formulas within the model; they are not a claim about a real film. At 1 K/s the Lambert formula gives 634.45 K, which is 1.48 K too low. With the leading estimate $u=27.436$, the predicted shift is $(0.00266-0.00039)\times634.45\simeq1.44$ K.

The effective time at the final temperature is $635.93/27.372=23.2$ s. With $g=0.934$ and $L^2-x_0^2=5621$ nm$^2$, we get $K(T_c)=5621/(23.2\times0.934)\simeq259$ nm$^2$/s. The growth rate at completion is then $K/(2L)=259/150\simeq1.73$ nm/s, in agreement with the integrated growth equation.

**Q:** Here $g$ is 0.934. You dropped a factor that is wrong by 7% and still expect a good activation energy?

**A:** The slope depends on how $g$ varies, not on its size. Write $p(u)=\int_u^\infty e^{-s}s^{-2}ds=e^{-u}g/u^2$ and differentiate both forms:

$$-\frac{e^{-u}}{u^2}=\frac{e^{-u}}{u^2}\left(g'-g-\frac{2g}{u}\right)\quad\Rightarrow\quad g'=g\left(1+\frac2u\right)-1 .$$

The full relation is $\ln(\beta/T_c^2)=\text{const}-u+\ln g$. The apparent energy, minus the local slope against $1/(kT_c)=u/E$, is therefore

$$\frac{E_{\rm app}}{E}=1-\frac{g'}{g}=\frac1g-\frac2u .$$

To expand it, write $g=1-\epsilon$ with $\epsilon=2/u-6/u^2+24/u^3$. Then

$$\frac1g=1+\epsilon+\epsilon^2+\epsilon^3+\dots=1+\frac2u+\frac{-6+4}{u^2}+\frac{24-24+8}{u^3}+\dots,$$

$$\frac{E_{\rm app}}{E}=1-\frac{2}{u^2}+\frac{8}{u^3}+\dots$$

The first-order terms cancel. The sign of the error is also fixed: the integrand of $g$ increases with $u$ at each $t>0$, so $g'>0$ and $E_{\rm app}<E$.

From the first and last rows of the table, the slope against $u$ has magnitude

$$\frac{15.0611-10.7708}{29.528-25.227}=\frac{4.2903}{4.301}=0.9975 .$$

Multiplication by 1.5 eV gives 1.496 eV. A straight-line fit to all five points gives 1.4965 eV, or 0.05499 hartree. The series, evaluated at the mean $u$ of 27.4, gives 1.4966 eV. The error relative to the input is about 0.2%.

**Q:** Does the $T_c^2$ matter, then? I could plot $\ln\beta$ alone.

**A:** It matters more than $g$ does. Since $\ln\beta=\ln(\beta/T_c^2)+2\ln T_c$, and $-d(2\ln T_c)/d(1/kT_c)=2kT_c$, that plot gives

$$E_{\rm app}+2kT_c=\frac Eg\simeq E+2kT_c .$$

For the same five points it gives 1.606 eV, about 7% above the input.

**Q:** And the prefactor? An intercept lies a long way from the data.

**A:** It keeps a first-order error. Let $a$ be the logarithm containing $K_0$. The tangent to $a-u+\ln g$, extended to $u=0$, has intercept

$$b=a-u+\ln g-u\left(-1+\frac{g'}{g}\right)=a+\ln g-u\frac{g'}{g}.$$

Here $\ln g\simeq-2/u+4/u^2$, and the slope result gives $ug'/g\simeq2/u-8/u^2$. Hence $b-a\simeq-4/u+12/u^2$. Half of the leading error comes from the size of $g$, and half from the small slope error carried over the distance $u$. At $u=27.4$ this is $-0.146+0.016=-0.130$, a factor of 0.878. Converting the intercept to $K_0$ with the fitted energy multiplies this by $E_{\rm app}/E=0.998$, giving 0.876. The fitted line yields 0.874 of the input, so $K_0$ comes out 13% low. Keeping $g$ but inserting the fitted Kissinger energy would still leave $K_0$ 6 to 7% low. If $K_0$ matters, it is better to fit $E$ and $K_0$ together to the full equation.

**Q:** You have not met my first objection. Where is the rate maximum?

**A:** Within this model there is no smooth maximum near completion. Take the logarithmic derivative of $dx/dt=K/(2x)$ along the ramp, using $dx/dT=K/(2\beta x)$:

$$\frac{d}{dT}\ln\frac{dx}{dt}=\frac{E}{kT^2}-\frac{K}{2\beta x^2}.$$

For $x_0=0$ and a ramp from zero temperature, $x^2=KkT^2g/(\beta E)$, with $g$ taken at the current $u=E/kT$. This gives

$$\frac{d}{dT}\ln\frac{dx}{dt}=\frac{E}{kT^2}\left(1-\frac1{2g}\right).$$

The equation for $g'$, with $g'>0$, implies $g>u/(u+2)$. This is at least $1/2$ for $u\ge2$, so the rate rises with temperature there. The acceleration by heating outweighs the slowing by thickness.

An initial layer makes $x^2$ larger and the negative term smaller, provided that $x_0^2$ exceeds the small part of the growth integral omitted below $T_0$. In the example $x_0^2=4$ nm$^2$, while that part is about $6\times10^{-11}$ nm$^2$ at 1 K/s. Without an initial layer, a ramp from finite $T_0$ would begin with a brief decreasing transient, because $K/(2x)$ diverges at $x=0$.

At 1 K/s, one kelvin before completion, the integrated growth gives a logarithmic slope of 0.0201 K$^{-1}$, and so does the formula. The rate is still climbing when the metal runs out. A signal proportional to the rate would peak there by cutoff. The relation is thus a condition of fixed reacted thickness, not of a rate maximum.

For comparison, take a first-order reaction whose unreacted fraction $w$ obeys $dw/dt=-k_1w$, with $k_1=\nu e^{-E/kT}$ and constant $\nu$. Its rate $k_1w$ is largest when

$$\frac{d}{dt}\ln(k_1w)=\frac{\beta E}{kT^2}-k_1=0\quad\Rightarrow\quad\frac{\beta}{T^2}=\frac{\nu k}{E}e^{-E/kT}.$$

The completion relation with $g=1$ has the same form, with $K_0/(L^2-x_0^2)$ in place of $\nu$. In both cases the time $kT^2/(\beta E)$, in which heating raises the rate constant by a factor of about $e$, equals a reaction time: $1/k_1$ in one case and $(L^2-x_0^2)/K$ in the other.

**Q:** A straight Kissinger plot would at least prove that diffusion limits the growth.

**A:** It would not. Suppose that the reaction at the interface sets a velocity $v=v_0e^{-E_v/kT}$, independent of thickness. Integration gives $L-x_0=(v_0/\beta)\int e^{-E_v/kT}dT$, and the same steps lead to

$$\ln\frac{\beta}{T_c^2}=\ln\frac{v_0k}{E_v(L-x_0)}-\frac{E_v}{kT_c}+\ln g(E_v/kT_c).$$

Take $E_v=1.2$ eV and $x_0=0$, and set $v$ equal to $K/(10\ \text{nm})$ at 640 K, which is about 31 nm/s. A fit to integrated growth over the same five rates then returns 1.196 eV. When one step clearly limits the growth, the slope gives the energy of that step, whichever it is.

The thickness tells the two apart. At fixed $T_c$ and negligible $x_0$, diffusion requires $\beta\propto L^{-2}$ and interface control requires $\beta\propto L^{-1}$. In the diffusion model, doubling $L$ to 150 nm and reducing the rate from 1 to 0.25 K/s leaves $T_c$ at 635.9 K. In the interface model, with $x_0=0$, the same doubling needs a reduction to 0.5 K/s, and $T_c$ stays at 580.7 K.

**Q:** Real films may have both resistances.

**A:** In series they give $dx/dt=(2x/K+1/v)^{-1}$. They are equal at the crossover thickness $x_*=K/(2v)$. At constant temperature, $(2x+2x_*)\,dx=K\,dt$, so for $x_0=0$ the quantity $L^2+2x_*L$ replaces $L^2$. The relative addition is $2x_*/L$.

I assume $x_*=5$ nm at 640 K and $E_v=1.2$ eV, both for illustration. The addition at that temperature is then 13% for 75 nm. On the ramps, the fitted energy drops from 1.496 to 1.469 eV, and $T_c$ at 1 K/s rises by 2.0 K.

**Q:** What about the thermometer? At 10 K/s I would worry more about that than about $g$.

**A:** Rightly, for these numbers. Let the thermometer read $T_r=T_c+\beta\tau$ because the film lags behind it by a time $\tau$. From the slope of $\ln\beta$ found above,

$$s\equiv\frac{d\ln\beta}{dT_c}=\frac{E}{gkT_c^2}\simeq\frac{E+2kT_c}{kT_c^2}.$$

From one run to the next, $dT_r=dT_c+\tau\,d\beta=(1+\tau\beta s)\,dT_c$. Since $d(1/kT_r)=-dT_r/(kT_r^2)$, the apparent local energy is

$$E_{\rm lag}=kT_r^2\frac{d}{dT_r}\left(\ln\beta-2\ln T_r\right)=kT_r^2\left[\frac{s}{1+\tau\beta s}-\frac2{T_r}\right].$$

The lag is harmless only if $\tau\beta s\ll1$. For $\tau=1$ s this number is 0.046 at 1 K/s and 0.39 at 10 K/s. Near 1 K/s the formula with $s=E/(gkT_c^2)$ gives 1.430 eV, as do the simulated readings; the approximate $s$ gives 1.434 eV. A fit over all five rates gives 1.38 eV, 8% below the value without lag. A lag that is the same number of seconds in every run is a different number of kelvins, and that is why it tilts the line so strongly. A constant offset $\delta T$ does not cancel either: it changes the fitted energy by roughly the fraction $2\,\delta T/T_c$, here 0.0049 eV per kelvin, or about 0.025 eV for 5 K.

**Q:** Grain boundaries will not all have the same activation energy either.

**A:** Suppose that parallel paths have a Gaussian spread $\sigma$ of energies about $E$, and that lateral transport keeps the layer uniform, so the fluxes average. With $\varepsilon$ the deviation from $E$, completing the square gives

$$\left\langle e^{-\varepsilon/kT}\right\rangle=\int\frac{e^{-\varepsilon^2/2\sigma^2-\varepsilon/kT}}{\sqrt{2\pi}\,\sigma}\,d\varepsilon=e^{\sigma^2/2(kT)^2}.$$

The mean growth constant is $K_0\exp[-E/kT+\sigma^2/2(kT)^2]$. Minus the derivative of its logarithm with respect to $1/kT$ is $E-\sigma^2/kT$, because the easy paths carry more than their share. For an assumed $\sigma=0.05$ eV this is 1.454 eV at the mean completion temperature, and the fit gives 1.449 eV. About 0.0035 eV of the difference is the error of the Kissinger slope itself. The rest arises because the factor $kT^2/E$ in the temperature integral now contains the local energy $E_{\rm loc}=E-\sigma^2/kT$. This adds $-\ln E_{\rm loc}$ to $\ln(\beta/T_c^2)$ and lowers the apparent energy by $\sigma^2/E_{\rm loc}\simeq0.0017$ eV.

**Q:** How close is all this to an actual nickel contact?

**A:** An activation energy near 1.5 eV, and completion at several hundred degrees Celsius for tens of nanometres, are in the rough range for Ni$_2$Si growth. A thinner film is a different case. Nickel 10 nm thick would give a 15 nm Ni$_2$Si layer. If it starts from zero thickness and both resistances assumed above act, it is complete near 577 K at 1 K/s; diffusion alone would give 573 K. The assumed energies reduce $x_*$ from 5 nm at 640 K to about 2.8 nm at 577 K, so $2x_*/L\simeq0.37$ and pure diffusion control would be a poor assumption. Self-heating is small for the 75 nm film: with a rough 0.5 eV released per silicide atom and all the heat kept in a 0.5 mm wafer, the rise is about 0.5 K. Nucleation delay, an oxide barrier, stress and overlap with NiSi growth are left out, and I have no number for them. If NiSi starts before the nickel is gone, the measured event may no longer be completion of a single layer.

**Q:** So when would you accept an energy from such a plot?

**A:** When $u$ is large, $L$ and $x_0$ are fixed across the runs, one phase grows, $\tau\beta s$ is small at the fastest rate, and the thermometer is calibrated in absolute terms to within the fraction $\delta T/T_c$ that the wanted accuracy allows. I would also repeat the series at another thickness and, if diffusion is to be the limiting step, look for $\beta\propto L^{-2}$ at fixed $T_c$. That test is not sensitive to a small interface resistance: in the mixed example, where the energy is 0.027 eV low, 150 nm at 0.25 K/s completes only 1.0 K below 75 nm at 1 K/s, and a 1 s lag alone would produce 0.75 K of the same sign. These checks also do not reveal a spread of path energies or a temperature-dependent prefactor, both of which leave the thickness law intact, so the result is an effective energy for the film. For the example's values, the temperature integral costs 0.0035 eV, while the assumed lag costs a further 0.12 eV and the assumed energy spread, taken separately, 0.05 eV. Improving the thermometry would then do more for the result than refining the integral. The numerical output lists most of the values behind these comparisons.

## Calculated quantities

```
Activation energy, input: 1.500 eV
K0, input: 2.00e+14 nm^2/s
Ni thickness: 50 nm; final silicide: 75 nm
Initial silicide: 2 nm; start: 300 K
Rate K/s | Tc K | leading Tc K | u | ln(beta/Tc^2)
  0.1 | 589.50 | 588.31 | 29.528 | -15.0611
  0.3 | 610.80 | 609.49 | 28.498 | -14.0335
  1.0 | 635.93 | 634.45 | 27.372 | -12.9102
  3.0 | 660.66 | 659.01 | 26.348 | -11.8879
 10.0 | 689.99 | 688.13 | 25.227 | -10.7708
g at 1 K/s: 0.93395
Start-temperature part of integral: 1.13e-14
Kissinger energy, fitted: 1.49647 eV
Kissinger energy, fitted: 0.054994 hartree
Kissinger energy, series: 1.49659 eV
Energy from ln(beta) alone: 1.6062 eV
E + 2kT at mean Tc: 1.6098 eV
Fitted K0 / input K0: 0.8735
Same ratio from series: 0.8760
Growth rate at completion, 1 K/s: 1.727 nm/s
Log slope of rate 1 K before end: 0.02008 1/K
Log slope from formula: 0.02006 1/K
Diffusion, 150 nm at 0.25 K/s: Tc = 635.94 K
Interface, 75 nm at 1 K/s: Tc = 580.72 K
Interface, 150 nm at 0.5 K/s: Tc = 580.72 K
Interface energy, input: 1.200 eV
Interface energy, fitted: 1.1964 eV
Crossover thickness at 640 K: 5.0 nm
Energy with both resistances: 1.4695 eV
Tc with both resistances, 1 K/s: 637.91 K
Thermometer lag time: 1.0 s
Energy with lag, all rates: 1.3798 eV
Local energy with lag, 1 K/s: 1.4304 eV
Local energy with lag, formula: 1.4336 eV
Lag number at 1 K/s: 0.0462
Lag number at 10 K/s: 0.3946
Path-energy spread: 0.050 eV
Energy with spread, fitted: 1.4485 eV
Energy with spread, formula: 1.4538 eV
Composition-range parameter S: 0.020
Moving-boundary change of K: -0.661 percent
Reaction heat, rough: 0.5 eV/atom
Wafer thickness: 5.0e+05 nm
Self-heating, adiabatic: 0.53 K
```
